# Inverse-Cube Basis-Set Error from the Principal Expansion

## 1. From the energy of one orbital to the error of a basis

### Result

Suppose that each natural orbital of principal number $n$ lowers the energy of a correlated calculation by

$$
\varepsilon_n=A\left(n-\tfrac12\right)^{-6},\qquad A>0 .
\tag{1}
$$

There are $n^2$ such orbitals in shell $n$. The complete shell therefore lowers the energy by

$$
D_n=n^2\varepsilon_n=\frac{A}{n^4}\left[1+O(n^{-1})\right],
\tag{2}
$$

and a basis that contains all shells up to $n=X$ has the error

$$
e_X\equiv E_X-E_\infty
=A\left[\frac{1}{3X^3}+\frac{1}{4X^4}-\frac{7}{60X^5}+O(X^{-6})\right].
\tag{3}
$$

Two successive energies with the leading $X^{-3}$ behaviour can be combined to remove the leading error:

$$
E_{XY}=\frac{X^3E_X-Y^3E_Y}{X^3-Y^3}.
\tag{4}
$$

Hartree atomic units are used throughout. The symbol $E_h$ denotes one hartree and $\mathrm{m}E_h$ a thousandth of it. Lowerings $\varepsilon_n$ and $D_n$ are positive numbers, so an energy falls by $D_n$ when shell $n$ is added. The error $e_X$ is positive when $E_X$ lies above the limit $E_\infty$.

### What is assumed

Natural orbitals are the eigenfunctions of the one-electron density matrix. For an atomic state of zero total orbital angular momentum the density matrix is rotationally invariant, so they carry an angular momentum $l$ and a component $m$. Within each $l$ they are ordered by decreasing occupation and numbered $n=l+1,l+2,\ldots$, as hydrogen orbitals are. The label $n$ is $l$ plus the rank of the orbital in occupation. It does not mean that the orbital is a hydrogen orbital or has a hydrogen orbital energy, and it does not guarantee $n-l-1$ radial nodes.

Equation (1) is the Carroll-Silverstone-Metzger law. It is an empirical statement about the correlation energy of a two-electron atom for large $n$, and it is the premise of this derivation, not a consequence of it. In its simplest form $A$ is the same for every $l$ and $m$. That simplification is relaxed below.

The law concerns orbitals that describe correlation. The first shell holds the strongly occupied orbital of the two-electron ground state, so (1) is used for shells with $n\ge2$. The error of a Hartree-Fock energy in an unsuitable basis is a separate matter and is not described by (1).

For an atom or molecule with more electrons, the leading term of (3) requires a further assumption: the electron pairs that dominate the error must follow the same inverse-cube law, each possibly with its own coefficient. This applies to singlet pairs. Triplet pairs, whose spatial function vanishes at $r_{12}=0$, converge faster, with an error of order $X^{-5}$. They leave the leading term unchanged, but (4) applied to the whole correlation energy over-corrects their part. The coefficients then add, because a sum of terms $A_iX^{-3}$ is $\left(\sum_iA_i\right)X^{-3}$.

### Counting one shell

Shell $n$ contains $l=0,1,\ldots,n-1$, and each $l$ has $2l+1$ components. The number of spatial orbitals is

$$
\sum_{l=0}^{n-1}(2l+1)
=2\,\frac{n(n-1)}2+n=n^2 .
\tag{5}
$$

Multiplying (1) by this number gives $D_n=An^2(n-\frac12)^{-6}$. To display its leading power, take $n^{-6}$ out of the bracket:

$$
D_n=\frac{A}{n^4}\left(1-\frac1{2n}\right)^{-6}
=\frac{A}{n^4}\left(1+\frac3n+\frac{21}{4n^2}+\cdots\right).
\tag{6}
$$

The coefficient $3$ is $6\times\frac12$. The coefficient $21/4$ is $\frac{6\times7}{2}\times\frac14$. Six powers of $1/n$ come from the single orbital, and the degeneracy gives two back.

The order in which orbitals should be added also follows. Since $\varepsilon_n$ decreases with $n$ and, in the simplest law, does not depend on $l$, the most useful orbitals not yet present all belong to the lowest missing shell. This is the reason for adding, for example, $3s$, $3p$ and $3d$ functions together.

### Summing the missing shells

Let $E_X$ be the energy with shells $1,\ldots,X$. Each further shell obeys $E_{n-1}-E_n=D_n$. Adding these equations from $n=X+1$ upward cancels all intermediate energies and leaves

$$
e_X=E_X-E_\infty=\sum_{n=X+1}^{\infty}D_n .
\tag{7}
$$

The sum is easiest in the variable $m=n-\frac12$. Since $n=m+\frac12$,

$$
\frac{D_n}{A}=\frac{(m+\frac12)^2}{m^6}
=m^{-4}+m^{-5}+\tfrac14m^{-6}\equiv f(m).
\tag{8}
$$

The missing shells have $m=X+\frac12,X+\frac32,\ldots$. These are the midpoints of the unit intervals $[X,X+1],[X+1,X+2],\ldots$, so the sum is a midpoint rule for an integral that starts at $X$.

Its correction is found by expanding $f$ about one midpoint. The odd terms integrate to zero, and

$$
\int_{m-1/2}^{m+1/2}f(y)\,dy
=f(m)+\frac{f''(m)}2\int_{-1/2}^{1/2}z^2dz+\cdots
=f(m)+\frac{f''(m)}{24}+\cdots .
\tag{9}
$$

Solve for $f(m)$ and add all intervals. To the order required, the sum of $f''$ may be replaced by its integral, $\int_X^\infty f''(y)\,dy=-f'(X)$. Hence

$$
\sum_{m=X+1/2}^{\infty}f(m)
=\int_X^\infty f(y)\,dy+\frac{f'(X)}{24}+\cdots .
\tag{10}
$$

The integral of (8) is

$$
\int_X^\infty f(y)\,dy=\frac1{3X^3}+\frac1{4X^4}+\frac1{20X^5}.
\tag{11}
$$

The leading part of the derivative is $f'(X)=-4X^{-5}+O(X^{-6})$, which contributes $-1/(6X^5)$. The two fifth-order terms combine to

$$
\frac1{20}-\frac16=\frac{3-10}{60}=-\frac7{60}.
\tag{12}
$$

This proves (3) from (1). The first omitted term is of order $X^{-6}$; it comes from the $m^{-5}$ part of $f'$.

The subleading terms matter for the small $X$ used in practice. For $A=1\,E_h$, direct summation of the missing shells at $X=3$ gives $0.01473\,E_h$. The leading term alone gives $0.01235\,E_h$, which is 16% too small relative to the sum, while three terms give $0.01495\,E_h$, 1.5% too large. At $X=7$ the sum is $0.0010674\,E_h$, and the leading term is still 9% too small. An inverse-cube law is therefore an asymptotic statement, and a fitted exponent at small $X$ need not equal three.

### Orbitals of one shell need not be equivalent

Equal lowerings for all $l$ are a convenient assumption, but the powers in (2) and (3) survive a weaker one. Let the lowering per component be

$$
\varepsilon_{nl}=a(x_l)\left(n-\tfrac12\right)^{-6},
\qquad x_l=\frac{l+\frac12}{n},
\tag{13}
$$

where $a(x)$ is a smooth, positive function on $0\le x\le1$. The form says that the shape of the distribution over $l$ stays fixed when $l$ is measured in units of $n$. Because $2l+1=2nx_l$, the shell sum is

$$
\sum_{l=0}^{n-1}(2l+1)a(x_l)
=n^2\left[\frac1n\sum_{l=0}^{n-1}2x_la(x_l)\right].
\tag{14}
$$

The points $x_l$ are the midpoints of $n$ intervals of width $1/n$. The bracket is thus a midpoint approximation to an integral, with an error of order $n^{-2}$, and

$$
\sum_{l=0}^{n-1}(2l+1)a(x_l)=n^2\bar a+O(1),
\qquad \bar a=\int_0^1 2x\,a(x)\,dx .
\tag{15}
$$

The weight $2x$ reflects the larger number of components at high $l$. Replacing $A$ by $\bar a$ leaves the first two terms of (3) unchanged. The $O(1)$ remainder changes $D_n$ at order $n^{-6}$ and hence the error at order $X^{-5}$.

A further freedom will be needed for real data. The coefficient itself can approach its limit slowly, with corrections in $1/n$. Write

$$
D_n=\frac{B}{n^4}\left(1+\frac bn+O(n^{-2})\right).
\tag{16}
$$

The uniform law has $B=A$ and $b=3$, by (6). To find the error for general $b$, note that the integers $X+1,X+2,\ldots$ are midpoints of intervals starting at $X+\frac12$. Through order $X^{-4}$,

$$
\sum_{n>X}n^{-4}=\frac1{3(X+\frac12)^3}+\cdots
=\frac1{3X^3}-\frac1{2X^4}+\cdots,
\qquad
\sum_{n>X}n^{-5}=\frac1{4X^4}+\cdots .
\tag{17}
$$

Therefore

$$
e_X=\frac{c_3}{X^3}+\frac{c_4}{X^4}+O(X^{-5}),
\qquad c_3=\frac B3,\quad c_4=B\left(\frac b4-\frac12\right).
\tag{18}
$$

For $b=3$ this returns $c_4=A/4$. The sign of $c_4$ changes at $b=2$. The leading power is robust against the $1/n$ correction, but the sign of the next term is not.

### Relation to correlation-consistent sets

In shells $1,\ldots,X$, angular momentum $l$ occurs once for every $n=l+1,\ldots,X$, hence $X-l$ times. This is the composition of the cc-pVXZ sets for hydrogen: $2s1p$ for $X=2$, $3s2p1d$ for $X=3$, and so on. The number of functions is

$$
M_X=\sum_{n=1}^{X}n^2=\frac{X(X+1)(2X+1)}6 ,
\tag{19}
$$

which gives 5, 14, 30 and 55 for $X=2$ to 5. The carbon sets with the same $X$ have 14, 30, 55 and 91 functions. They have the composition of shells $1,\ldots,X+1$.

For a carbon-type set, the argument of (3) is therefore $X+1$ if the functions span those shells. Expanding in $1/X$ gives

$$
\begin{aligned}
\frac1{3(X+1)^3}+\frac1{4(X+1)^4}
&=\frac1{3X^3}-\frac1{X^4}+\frac1{4X^4}+O(X^{-5})\\
&=\frac1{3X^3}-\frac3{4X^4}+O(X^{-5}).
\end{aligned}
\tag{20}
$$

The displacement by one shell leaves the $X^{-3}$ coefficient alone and changes the next term.

Matching the number and type of functions does not by itself prove (3) for a basis set. The functions must also span nearly the same space as the natural orbitals of those shells. If the quality of this match varies with $X$, the observed error contains a contribution that the shell sum does not describe.

### Cost and the effect of an angular limit

For large $X$, $M_X\approx X^3/3$. Combining this with $e_X\approx A/(3X^3)$ gives

$$
e_X\approx\frac{A}{9M_X}.
\tag{21}
$$

In this regime, a tenfold smaller error needs ten times as many functions. The approach is slow: including the next order in both factors gives $9M_Xe_X/A=1+9/(4X)+\cdots$.

Some programs limit the angular momentum to $l\le L$. The error then cannot vanish when only radial functions are added. With $N=L+1$, every shell $n>N$ lacks $n^2-N^2$ orbitals. In the uniform law and to leading order, the remaining error is

$$
e_{\mathrm{floor}}\approx A\int_N^\infty\frac{n^2-N^2}{n^6}\,dn
=A\left(\frac1{3N^3}-\frac1{5N^3}\right)=\frac{2A}{15N^3}.
\tag{22}
$$

For large $N$ this is 40% of the leading error $A/(3N^3)$ of the complete set of shells up to $N$. The limit is approached slowly: direct summation of $A(n^2-N^2)(n-\frac12)^{-6}$ over $n>N$ gives 51% of $A/(3N^3)$ at $N=7$, which is 47% of the directly summed error of the complete shells. Equation (4) must not be applied to a series in which the angular limit has stopped rising.

## 2. Extrapolation and a two-electron example

### Symbols and results carried over

$E_X$ is the energy with all natural-orbital shells $n\le X$, $E_\infty$ its limit, and $e_X=E_X-E_\infty$. Adding shell $n$ lowers the energy by $D_n>0$. The Carroll-Silverstone-Metzger law for one orbital, $A(n-\frac12)^{-6}$, and the $n^2$ orbitals of a shell give $D_n\approx An^{-4}$. More generally,

$$
D_n=\frac B{n^4}\left(1+\frac bn+\cdots\right),\qquad
e_X=\frac{c_3}{X^3}+\frac{c_4}{X^4}+\cdots,
\tag{23}
$$

with $c_3=B/3$ and $c_4=B(b/4-1/2)$. The uniform law has $B=A$, $b=3$ and $c_4=A/4$. Energies are in hartree, $E_h$.

### Two-point formula

Take two sets $X>Y$ and keep only the leading error, $E_X=E_\infty+c_3X^{-3}$. Multiplication by $X^3$ gives $X^3E_X=X^3E_\infty+c_3$, and the same holds for $Y$. Subtraction removes $c_3$, and division by $X^3-Y^3$ gives (4). For a program, the equivalent form

$$
E_{XY}=E_X+\frac{Y^3}{X^3-Y^3}\,(E_X-E_Y)
\tag{24}
$$

is convenient, because the second term is the correction to the better energy. It is negative when the larger set has the lower energy.

The next error term is not removed. Substituting (23) into (4) leaves

$$
\begin{aligned}
E_{XY}-E_\infty
&=\frac{c_4(X^{-1}-Y^{-1})}{X^3-Y^3}+\cdots\\
&=-\frac{c_4}{XY(X^2+XY+Y^2)}+\cdots .
\end{aligned}
\tag{25}
$$

The second line uses $X^{-1}-Y^{-1}=-(X-Y)/(XY)$ and $X^3-Y^3=(X-Y)(X^2+XY+Y^2)$. For neighbouring large sets the residual is about $-c_4/(3X^4)$, one power smaller than the original error.

In the uniform law $c_4$ is positive, so the extrapolated energy lies below the limit. For $X=40$, $Y=39$ and $A=1\,E_h$, direct summation of the shells gives a residual of $-3.34\times10^{-8}\,E_h$, and (25) gives $-3.42\times10^{-8}\,E_h$. A negative $c_4$ reverses the sign. The extrapolated energy is consequently not a variational upper bound, even if both input energies are.

Extrapolation also magnifies numerical errors. If each input energy may be wrong by at most $\delta$, the result may be wrong by as much as

$$
\frac{X^3+Y^3}{X^3-Y^3}\,\delta .
\tag{26}
$$

For $X=7$ and $Y=6$ the factor is $559/127=4.4$. Integral thresholds and convergence limits must be set for the extrapolated result, not just for the individual energies.

In an ordinary basis-set calculation, the Hartree-Fock energy $E^{\mathrm{HF}}_X$ and the correlation energy $E^{\mathrm{c}}_X$ should be kept apart. Equation (24) is applied to $E^{\mathrm{c}}_X$. A converged Hartree-Fock energy, obtained separately, is then added. Applying (24) to the total energy would assign an inverse-cube error to the Hartree-Fock part, for which nothing here provides a reason.

### Model atom and reference energy

The example is a two-electron model atom with a fixed point charge of 2.5 at the origin:

$$
H=\sum_{i=1}^{2}\left(-\frac12\nabla_i^2-\frac{2.5}{r_i}\right)+\frac1{r_{12}} .
\tag{27}
$$

The ground state is a singlet with zero total angular momentum. Relativity and motion of the central charge are absent from the model.

The reference energy comes from a Hylleraas calculation. With $s=r_1+r_2$, $t=r_2-r_1$ and $u=r_{12}$, its functions are $s^it^ju^ke^{-2.5s}$, where $j$ is even and $i+j+k\le8$. The variational energy with these 95 functions is $-4.8419158\,E_h$. Reducing the limit from 8 to 7 leaves 70 functions and raises the energy by $0.0005\,\mathrm{m}E_h$. This change indicates the size of the remaining error, though it is not a bound on it; the converged energy, $-4.8419162\,E_h$, lies $0.0004\,\mathrm{m}E_h$ lower. The result serves as $E_\infty$ below.

### Natural orbitals and truncated energies

The natural orbitals come from a separate configuration-interaction calculation. For each $l=0,\ldots,7$ it uses $18-l$ orthonormal radial Laguerre functions $P^l_a(r)$. The wave function is

$$
\Psi=\sum_{l}\sum_{ab}C^l_{ab}\,
\frac{P^l_a(r_1)P^l_b(r_2)}{r_1r_2}\,\mathcal Y_l(1,2),
\tag{28}
$$

where $\mathcal Y_l$ is the normalized angular function in which two momenta $l$ couple to zero. Two different values of $l$ cannot couple to zero, so no mixed terms are needed. The radial integrals are evaluated by Gauss-Legendre quadrature on a divided interval, and the Hamiltonian matrix is diagonalized.

The singlet has a symmetric spatial function, so each $C^l$ is a real symmetric matrix. Integrating $\Psi\Psi^*$ over one electron gives a radial density matrix proportional to $C^l(C^l)^T=(C^l)^2$. The eigenvectors of $C^l$ are therefore natural orbitals of this wave function, and the squares of the eigenvalues order their occupations.

For each $X$, the Hamiltonian is diagonalized again in the space of all allowed pairs made from orbitals with $n\le X$. This gives $E_X$. The original calculation has an energy of $-4.8418459\,E_h$ and is itself incomplete, lying $0.070\,\mathrm{m}E_h$ above the reference. Its radial basis is sufficient for the present purpose: using $15-l$ radial functions instead changes $E_7$ by $0.0001\,\mathrm{m}E_h$. Natural orbitals of the converged wave function would lower $E_7$ by about $0.0003\,\mathrm{m}E_h$. This nearly cancels the error of the reference, so the errors $e_X$ below change by only about $0.0001\,\mathrm{m}E_h$ when both are converged.

The table gives the error $e_X$ and the lowering $D_X$ in $\mathrm{m}E_h$. It also gives two diagnostic quantities,

$$
A_X=\frac{D_X}{X^2}\left(X-\tfrac12\right)^6,
\qquad
p_X=\frac{\ln(e_{X-1}/e_X)}{\ln[X/(X-1)]}.
\tag{29}
$$

The first, in $E_h$, would be constant if (1) held for the shell average. The second is the effective exponent of the error between two successive sets.

| $X$ | $e_X$ | $D_X$ | $A_X$ | $p_X$ |
|---|---:|---:|---:|---:|
| 2 | 7.008 | 35.905 | 0.102 | 2.61 |
| 3 | 2.324 | 4.685 | 0.127 | 2.72 |
| 4 | 1.042 | 1.282 | 0.147 | 2.79 |
| 5 | 0.555 | 0.487 | 0.162 | 2.83 |
| 6 | 0.330 | 0.225 | 0.173 | 2.85 |
| 7 | 0.212 | 0.118 | 0.181 | 2.87 |

For the last row, $D_7=0.1179\,\mathrm{m}E_h$ is shared by 49 orbitals, or $2.406\times10^{-6}\,E_h$ each. Multiplication by $6.5^6=7.542\times10^4$ gives $A_7=0.181\,E_h$, as in the table.

The effective exponent rises toward three over the whole range. The coefficient $A_X$ is not yet constant, but its growth slows. A straight-line fit of $\ln(D_n/n^2)$ against $\ln(n-\frac12)$ for $n=4$ to 7 has slope $-5.66$. These data are compatible with a limiting power of $-6$; shells up to seven cannot establish that limit.

### Distribution within the last shell

To resolve shell 7, its orbitals are added in order of increasing $l$, with all $2l+1$ components of one $l$ added together. The energy decrease divided by $2l+1$ is the lowering per orbital. This definition depends on the order of addition, whereas the total $D_7$ does not.

Multiplied by $6.5^6$, the lowerings give these coefficients:

| $l$ | coefficient ($E_h$) |
|---|---:|
| 0 | 0.216 |
| 1 | 0.218 |
| 2 | 0.224 |
| 3 | 0.216 |
| 4 | 0.197 |
| 5 | 0.169 |
| 6 | 0.136 |

They are nearly equal for $l\le3$ and fall at higher $l$. The largest is 1.65 times the smallest, so strict equality within the shell does not hold here. Their average with weights $(2l+1)/49$ is $0.181\,E_h$, the shell coefficient found above.

The scaling form (13) can be examined along a line of fixed $(l+\frac12)/n$. Both $5d$ and $7f$ have the ratio $\frac12$. Between them, the lowering per orbital changes as $(n-\frac12)^{-5.69}$. This is close to the assumed power, with a deviation similar to that of the shell averages.

### Extrapolating the energies

The last two energies are $E_6=-4.8415858\,E_h$ and $E_7=-4.8417037\,E_h$. In this example they can be extrapolated as total energies. The strongly occupied orbital is taken from the large radial basis for every $X$, so it does not deteriorate in the smaller sets as a Hartree-Fock orbital in a small basis could. Equation (24) gives

$$
\begin{aligned}
E_{76}&=-4.8417037+\frac{216}{127}(-0.0001179)\\
&=-4.8417037-0.0002005\\
&=-4.8419042\ E_h .
\end{aligned}
\tag{30}
$$

This lies $0.0116\,\mathrm{m}E_h$ above the reference. The error of $E_7$ was $0.2121\,\mathrm{m}E_h$, so extrapolation reduces it by a factor of 18. The same procedure with earlier pairs gives:

| sets | error after extrapolation ($\mathrm{m}E_h$) |
|---|---:|
| 2, 3 | +0.351 |
| 3, 4 | +0.107 |
| 4, 5 | +0.044 |
| 5, 6 | +0.021 |
| 6, 7 | +0.012 |

All five errors are positive, while the uniform law predicts negative ones at large $X$. Equation (25) relates this difference to the sign of $c_4$. For the pair 6, 7 the denominator is $42\times127=5334$, and $-c_4\approx5334\times0.0116=62\,\mathrm{m}E_h$. For 5, 6 it is $30\times91=2730$, and $-c_4\approx2730\times0.0213=58\,\mathrm{m}E_h$. The pairs 4, 5 and 3, 4 give $1220\times0.0436=53\,\mathrm{m}E_h$ and $444\times0.1067=47\,\mathrm{m}E_h$. The estimates still rise with $X$, so the terms omitted in (25) are not negligible. The value $c_4\approx-0.06\,E_h$ used below is an effective coefficient near $X=7$. Its sign is the same for all pairs, but the trend points to a limit of larger magnitude.

The leading coefficient follows from $X^3e_X=c_3+c_4/X+\cdots$. At $X=7$, $343\times0.2121=72.7\,\mathrm{m}E_h$. Removing $c_4/7\approx-8.6\,\mathrm{m}E_h$ gives $c_3\approx81\,\mathrm{m}E_h$, or $B=3c_3\approx0.24\,E_h$. From (23),

$$
b=4\left(\frac{c_4}{B}+\frac12\right)
\approx4(-0.25+0.50)=1.0 .
\tag{31}
$$

This is an effective value as well, and a more negative $c_4$ would lower it. Dividing (16) by the expansion in (6) gives $A_n=B[1+(b-3)/n+\cdots]$, so a coefficient that rises toward its limit as $1/n$ means $b<3$. The uniform law has $b=3$, and the sign of $c_4$ changes at $b=2$. The slow rise of $A_n$ toward its limit thus reduces $b$ enough to reverse the residual. Why the coefficient rises at this rate is not explained by the shell sum.

The same two coefficients give an estimate of the effective exponent. Differentiating $\ln e_X=\ln c_3-3\ln X+\ln(1+\kappa/X)$, with $\kappa=c_4/c_3$, gives

$$
-\frac{d\ln e_X}{d\ln X}=3+\frac{\kappa}{X+\kappa}.
\tag{32}
$$

Here $\kappa\approx-0.74$. At $X=6.5$, between the last two sets, the exponent is $2.87$, as in the table. This agreement is not an independent test, because $c_3$ and $c_4$ were obtained mainly from the same two errors. At $X=3.5$ the formula gives $2.73$, against $p_4=2.79$. An exponent below three is therefore compatible with an asymptotic inverse-cube error.

### Using three energies

When three successive energies are available, the $X^{-4}$ term can also be removed. Let $F_7=E_{76}$ and $F_6=E_{65}$. Their leading errors are $-c_4/5334$ and $-c_4/2730$, so

$$
E_{765}=\frac{5334F_7-2730F_6}{5334-2730}.
\tag{33}
$$

With the extrapolation errors above, the remaining error is

$$
\frac{5334\times0.0116-2730\times0.0213}{2604}
=0.0014\ \mathrm{m}E_h .
\tag{34}
$$

The reference energy itself changes by $0.0005\,\mathrm{m}E_h$ between its last two sets, so the last digit of this result has little meaning. In terms of the original energies, (33) is

$$
E_{765}\approx5.53E_7-5.97E_6+1.44E_5 .
\tag{35}
$$

The weights add to one, but their absolute values add to 12.9. An error $\delta$ in each input can thus become $12.9\,\delta$, compared with $4.4\,\delta$ for the two-point formula. Three-point extrapolation is useful when the energies are precise and the sets form a regular sequence; otherwise it can magnify irregularities.

### Estimating the error from one shell

If just the last lowering is trusted, the uniform law gives another estimate. The sum of $n^2(n-\frac12)^{-6}$ over $n>7$ is $0.0010674$. Multiplying by $A_7=0.1815\,E_h$ predicts $e_7=0.194\,\mathrm{m}E_h$. The value relative to the Hylleraas reference is $0.212\,\mathrm{m}E_h$, so the prediction is 9% too small. This is the direction expected if $A_n$ continues to rise beyond shell 7.

For an implementation, the comparison suggests a practical diagnostic. Compute $E_{XY}$ from two successive pairs of sets. If the change between the results is not small compared with the last extrapolation correction, the data have not reached the regime in which (4) is justified. A small change supports the extrapolation but does not bound its error, because all the sets may share the same missing functions.
